# Korhonen's Equation and the Effective Modulus of a Confined Metal Line

## What dimensions and linear response fix

A current drives atoms along a narrow metal line embedded in a dielectric. Where atoms leave, the line is pulled into tension; where they arrive, it is compressed. Let $\sigma$ be the hydrostatic stress, positive in tension. If stress spreads by diffusion, its diffusivity $\kappa$ can be built from the atomic diffusivity $D_a$, the thermal energy $kT$, the atomic volume $\Omega$ and a modulus $B$. These quantities form one dimensionless group, so

$$\kappa=D_a\,\varphi\!\left(\frac{B\Omega}{kT}\right). \tag{1}$$

Linear response fixes $\varphi$. The atomic flux depends on the gradient of $\sigma$, not on the stiffness of the surroundings. The modulus enters through storage: changing the stress by $d\sigma$ takes $-d\sigma/(B\Omega)$ atoms per unit volume. For a given flux divergence the stress rate is therefore proportional to $B$, and $\varphi$ is linear. It remains to find the prefactor, the driving force and, above all, what $B$ is.

The assumptions are small strains, elastic surroundings, and stress that varies slowly along the line compared with its width. Vacancies are created and absorbed fast enough at grain boundaries and interfaces to stay in equilibrium with the local stress. Atoms also redistribute among these boundaries until the normal stress on all of them is equal. Together these two conditions are called local stress equilibrium.

## Vacancies under stress

Let $c$ be the fraction of lattice sites that are vacant, and $c_0$ its equilibrium value at zero stress. The neighbours of a vacancy relax inwards, so a vacancy on an existing site changes the volume by $-(1-f)\Omega$, with $f$ between 0 and 1. The stress does work $-(1-f)\Omega\sigma$ during this change, which raises the vacancy's energy by $(1-f)\Omega\sigma$. For dilute vacancies, to first order in stress,

$$\mu_v=kT\ln\frac{c}{c_0}+(1-f)\Omega\sigma. \tag{2}$$

A boundary creates a vacancy by taking an atom from the interior and adding it to itself. This adds a lattice site, and the boundary traction does work $\Omega\sigma$. Equilibrium requires zero total free-energy change, $\mu_v-\Omega\sigma=0$. With (2),

$$\mu_v=\Omega\sigma,\qquad c=c_0\exp\!\left(\frac{f\Omega\sigma}{kT}\right). \tag{3}$$

The formation volume $f\Omega$ sets the concentration, but the potential itself changes by the full $\Omega\sigma$.

Let $x$ point along the drift force $F>0$ on an atom. In the electron-wind regime considered here, $F=|Z^*|e\rho j$ points towards the anode, with effective charge number $Z^*$, resistivity $\rho$ and current density $j$. A vacancy moves opposite to the atom it exchanges with, so it feels $-F$. With vacancy diffusivity $D_v$ and $c/\Omega$ vacancies per volume,

$$J_v=\frac{D_vc}{\Omega kT}\left(-\frac{\partial\mu_v}{\partial x}-F\right). \tag{4}$$

Each vacancy jump carries one atom the other way, $J_a=-J_v$. Inserting (3) and defining $D_a=D_vc$,

$$J_a=\frac{D_a}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right). \tag{5}$$

Atoms flow towards higher tension and along the drift force.

## Counting sites, atoms and volume

Per original lattice site, let $n$ be the number of sites added at boundaries. There are then $1+n$ sites, $c$ vacancies and $1+n-c$ atoms. Conservation of atoms reads

$$\frac{\partial(n-c)}{\partial t}=-\Omega\frac{\partial J_a}{\partial x}. \tag{6}$$

Each added site contributes a volume $\Omega$, and each extra vacancy removes $(1-f)\Omega$ by relaxation. The relative volume change that the metal would show if it were free of stress is

$$\theta=n-(1-f)(c-c_0)=(n-c+c_0)+f(c-c_0). \tag{7}$$

The second form separates added atoms from added vacancies.

## The effective modulus

The metal cannot take up $\theta$ freely. Deposited atoms produce a stress-free strain $e_{ij}$ with trace $\theta$, whose direction depends on which boundaries receive them. Consider first a circular line, in which the strains are uniform. At elastic equilibrium the energy $E$ of line and surroundings obeys $\partial E/\partial e_{ij}=-V\sigma_{ij}$, where $V$ is the line volume: depositing material against compression costs energy. Redistribution at fixed $\theta$ lowers $E$ until

$$\frac{\partial}{\partial e_{ij}}\left(E+V\sigma\,e_{kk}\right)=0\quad\Rightarrow\quad \sigma_{ij}=\sigma\,\delta_{ij}, \tag{8}$$

where $\sigma$ serves as the Lagrange multiplier. The stress in the line is hydrostatic. In a section of another shape, redistribution around the section leads to the same uniform hydrostatic state, with a deposit that varies from place to place.

The total axial strain is taken as zero, because a long line is held by its surroundings. The relative volume change of the line then equals the relative change $\Delta A/A$ of its cross-section. Define the area stiffness $M$ of the channel by

$$p=M\,\frac{\Delta A}{A}, \tag{9}$$

where $p$ is a uniform pressure on the channel wall. The line exerts $p=-\sigma$. Its own volume change is elastic plus stress-free, $\sigma/K_m+\theta$, with $K_m$ the bulk modulus of the metal. Line and channel must fit:

$$-\frac{\sigma}{M}=\frac{\sigma}{K_m}+\theta. \tag{10}$$

Hence

$$\sigma=-B\theta,\qquad \frac1B=\frac1{K_m}+\frac1M. \tag{11}$$

Metal and channel act as two springs in series. For very stiff surroundings $B\to K_m$; for very compliant ones $B\to M$. The shear modulus of the metal has dropped out because the metal carries no shear stress.

## Korhonen's equation

Differentiate (7) in time and use (6) and (11):

$$-\frac1B\frac{\partial\sigma}{\partial t}=-\Omega\frac{\partial J_a}{\partial x}+f\frac{\partial c}{\partial t}. \tag{12}$$

From (3), $\partial c/\partial t=(fc\Omega/kT)\,\partial\sigma/\partial t$. Moving this term to the left and changing all signs,

$$\left(\frac1B+\frac{f^2c\,\Omega}{kT}\right)\frac{\partial\sigma}{\partial t}=\Omega\frac{\partial J_a}{\partial x}. \tag{13}$$

The second term in the bracket is storage in the vacancies themselves. When $f^2cB\Omega/kT\ll1$ it can be dropped, and (5) gives Korhonen's equation,

$$\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+S\right)\right],\qquad \kappa=\frac{D_aB\Omega}{kT},\quad S=\frac F\Omega. \tag{14}$$

This confirms $\varphi(y)=y$ in (1). By (3), $D_a$ and hence $\kappa$ still depend on stress; treating them as constant requires $f\Omega|\sigma|\ll kT$.

The reduction was tested on a simulation that follows $c$ and $n$ separately, with a finite sink rate. To make vacancy storage visible, it used $c_0B\Omega/kT=1$ and $f=0.7$, with a weak force, $FL/kT=10^{-3}$, on a line of length $L$ with blocked ends. At $\kappa t/L^2=0.05$, with $\kappa$ reduced by the storage term, the stress next to the end was $0.2458\,SL$ in both the simulation and the reduced equation. The final stress drop was $FL/\Omega$. Had $f\Omega$ driven the flux in place of $\Omega$, the drop would have been larger by the factor $1/f$.

## How the dielectric enters

Take a circular channel of radius $a$. In plane strain the radial displacement is $u=\alpha r+\beta/r$. With shear modulus $G$, Poisson ratio $\nu$ and Lamé constant $\lambda=2G\nu/(1-2\nu)$,

$$\sigma_{rr}=\lambda\left(u'+\frac ur\right)+2Gu'=2g\alpha-\frac{2G\beta}{r^2},\qquad g=\lambda+G=\frac{G}{1-2\nu}. \tag{15}$$

In an unbounded dielectric of shear modulus $G_d$ the displacement must decay, so $\alpha=0$. The wall pressure is $p=-\sigma_{rr}(a)=2G_d\beta/a^2$, and $\Delta A/A=2u(a)/a=2\beta/a^2$. Therefore

$$M=G_d,\qquad B=\frac{K_mG_d}{K_m+G_d}. \tag{16}$$

Only the shear modulus of the dielectric appears, because the decaying field $\beta/r$ changes no volume.

Now put a liner with constants $G,\nu$ between $r=a$ and $r=b$, backed by a medium of area stiffness $M_o$. At $r=b$ the liner passes on the pressure $M_o\,2u(b)/b$:

$$\frac{2G\beta}{b^2}-2g\alpha=2M_o\left(\alpha+\frac{\beta}{b^2}\right)
\;\Rightarrow\;(G-M_o)\frac{\beta}{b^2}=(g+M_o)\alpha. \tag{17}$$

Up to a common factor, $\alpha=G-M_o$ and $\beta/b^2=g+M_o$. With $s=(b/a)^2$ we have $\beta/a^2=s(g+M_o)$, and the ratio of pressure to area change at $r=a$ is

$$M=\frac{G\beta/a^2-g\alpha}{\alpha+\beta/a^2}=\frac{Gs(g+M_o)-g(G-M_o)}{G-M_o+s(g+M_o)}. \tag{18}$$

For $s\to1$ the liner vanishes and $M=M_o$. For $s\to\infty$ it fills space and $M=G$. For a thin liner, $t=b-a\ll a$, on a very soft backing, set $M_o\to0$ and $s-1\approx2t/a$:

$$M\approx\frac{gG}{G+g}\,\frac{2t}{a}=\frac{G}{1-\nu}\,\frac ta, \tag{19}$$

since $g/(G+g)=1/[2(1-\nu)]$. This is hoop stiffness: a closed round tube cannot widen without stretching. $B$ thus belongs to the whole structure, and a soft dielectric does not by itself imply $B\approx G_d$.

A compliant dielectric nevertheless lowers $M$ for any cross-section. At given pressure the elastic displacement minimizes $U-p\,\Delta A$, with $U$ the strain energy of the surroundings. At the minimum $U=\tfrac12p\,\Delta A$, so the minimum value is $-p^2A/(2M)$. Lowering the bulk and shear moduli of the dielectric lowers $U$ for every displacement that strains it. The minimum falls, so $M$ falls, and by (11) so does $B$.

## What a lower modulus changes

Let both ends of a line of length $L$ be blocked, with $\sigma=0$ initially and $\kappa$ constant. Integrating (14) over the line shows that $\int_0^L\sigma\,dx$ stays zero. In the steady state the flux vanishes, so $\sigma=S(L/2-x)$. The largest tension is $SL/2$, at the cathode end $x=0$. If a void needs a critical stress $\sigma_c$, nucleation requires

$$\frac{SL}{2}>\sigma_c\quad\Leftrightarrow\quad jL>\frac{2\sigma_c\Omega}{|Z^*|e\rho}. \tag{20}$$

This threshold does not contain $B$.

The approach to the steady state does. At early times the far end is not felt. The gradient $w=\partial\sigma/\partial x$ obeys $\partial w/\partial t=\kappa\,\partial^2w/\partial x^2$, with $w(0,t)=-S$ from zero flux and $w\to0$ far away. The solution is $w=-S\,\mathrm{erfc}[x/(2\sqrt{\kappa t})]$, and

$$\sigma(0,t)=-\int_0^\infty w\,dx=2S\sqrt{\frac{\kappa t}{\pi}},\qquad t_c=\frac{\pi\sigma_c^2}{4\kappa S^2}. \tag{21}$$

The nucleation time $t_c$ varies as $1/B$ when $D_a$, $T$, $S$ and $\sigma_c$ are held fixed. The same scaling holds in a finite line, since time enters (14) through $\kappa t$.

After nucleation the void surface sets $\sigma(0)=0$, and the final profile is $\sigma=-Sx$. The stress integral has changed from zero to $-SL^2/2$. By (11) the line has taken up the volume of the void, whose length is

$$\ell=\int_0^L\theta\,dx=\frac1B\int_0^LSx\,dx=\frac{SL^2}{2B}, \tag{22}$$

provided $\ell\ll L$. The moment of nucleation does not matter, because the integral is zero at any time before it. A lower $B$ delays the void and makes the saturated void larger, in the same proportion.

## A copper line in low-k dielectric and in silica

The following rough typical values are in the regime of a copper damascene line in an accelerated test. The line has $a=25$ nm, $L=30$ µm and a TaN liner of 2 nm. Young's moduli are 130 GPa for the metal, 300 GPa for TaN, 8 GPa for a porous organosilicate low-k dielectric and 72 GPa for silica. With Poisson ratios of 0.34, 0.25, 0.25 and 0.17 in the same order, $K_m$ is 135.4 GPa, and the shear moduli of TaN, low-k and silica are 120, 3.2 and 30.8 GPa. Further, $T=573$ K, $j=2$ MA/cm², $\rho=5$ µΩ cm, $|Z^*|=1$, $\Omega=0.0118$ nm³, $D_a=10^{-13}$ cm²/s and $\sigma_c=100$ MPa. Transport and critical stress are the same for both dielectrics, so the comparison isolates mechanics.

The drift force is $1.60\times10^{-16}$ N, which gives $S=13.6$ MPa/µm and $SL/2=204$ MPa. The threshold (20) is about 2950 A/cm, while the line has $jL=6000$ A/cm, so a void can form.

For the liner, $s=(27/25)^2=1.166$ and $g=120/0.5=240$ GPa. With low-k behind it, (18) gives, in GPa,

$$M=\frac{120(1.1664)(243.2)-240(116.8)}{116.8+1.1664(243.2)}=15.0,\qquad B=\left(\frac1{135.4}+\frac1{15.0}\right)^{-1}=13.5. \tag{23}$$

Without the liner $B$ would be 3.1 GPa. With the liner, $B\Omega/kT=20$ and $\kappa=2.0\times10^{-12}$ cm²/s. Equation (21) gives $t_c=59$ h, as does the full finite-line solution, and (22) gives $\ell=452$ nm. In silica, $B=31.3$ GPa, $t_c=25$ h and $\ell=195$ nm. The dielectric's shear modulus differs by a factor of 9.6, but $B$ by only 2.3.

The circular shape matters greatly. A finite-element calculation for a square channel of half-width 25 nm, with the same liner thickness, gives:

| Square line | $M$ (GPa) | $B$ (GPa) | $t_c$ (h) | $\ell$ (nm) |
|---|---:|---:|---:|---:|
| low-k | 3.9 | 3.8 | 212 | 1630 |
| silica | 26.8 | 22.4 | 36 | 273 |

The stress is singular at the corners, so these entries converge slowly with the mesh. Refining it at the corners lowers $M$ by about 2%, to 3.77 GPa in low-k ($B=3.67$ GPa, $t_c=217$ h, $\ell=1670$ nm) and to 26.4 GPa in silica ($B=22.1$ GPa, $\ell=277$ nm). In low-k, $M$ thus falls from 15.0 GPa for the lined round channel to about 3.8 GPa. Without a liner the round channel has 3.2 GPa and the square one 2.4 GPa, so the liner adds about 12 GPa to the round channel but only about 1.3 GPa to the square one. A scaling estimate suggests why. A flat wall can bulge by bending, with a stiffness that scales as $G(t/a)^3\approx0.06$ GPa, up to a numerical factor of a few, whereas a round wall must stretch, with a stiffness of order $G\,t/a\approx10$ GPa. A free-standing square liner has only $M\approx0.26$ GPa, so the flat wall leans on the dielectric; liner and dielectric together are stiffer than the sum of their separate stiffnesses. The choice of dielectric now changes $B$ by a factor of 6.

These void lengths also show where the theory strains its assumptions. At the anode the final stress is $-SL=-407$ MPa, so $\theta=SL/B$ reaches 3% in the round low-k line and 11% in the square one. The latter is no longer a small strain, and 1630 nm is an extrapolation of the linear model. A brittle liner could crack well before this point, which would change $M$.

## Conditions and neglected effects

Local stress equilibrium is a strong condition. If atoms were instead deposited equally in all three directions, with no redistribution, the ratio of mean stress to $-\theta$ in the round line would be 25 GPa in low-k and 40 GPa in silica, in place of 13.5 and 31.3 GPa. The axial deposit is then blocked by the zero axial strain and cannot escape sideways. The stress is not hydrostatic, and one scalar $\sigma$ no longer describes the driving force.

Other corrections can be sized for the round low-k line:

- **Neighbouring structures.** A free boundary at a radius of 100 nm lowers $B$ by 2%; a rigid one raises it by 4%.
- **Axial displacement.** The stress at nucleation extends over $\sqrt{\kappa t_c}=6.5$ µm, far more than $a$. The stress gradient pulls on the dielectric with a force $\pi a^2\,\partial\sigma/\partial x$ per unit length. For a stress varying as $\cos qx$ with $q=1/\sqrt{\kappa t_c}$, this pull alone would give an axial strain of about $(qa)^2K_0(qa)M/(2G_d)=2\times10^{-4}$ of the area strain, where $K_0$ is the modified Bessel function. The pressure on the channel wall displaces the dielectric the other way and cancels part of this, so the actual axial strain is smaller still.
- **Vacancies.** If $D_a$ follows (3) with $f=0.7$, it rises by 11% at $\sigma_c$ and falls by 35% at the final anode stress of $-407$ MPa, where $f\Omega|\sigma|/kT\approx0.4$ is no longer small. This shifts $t_c$ and the void growth times quoted below by about 2%. For lattice vacancies with a formation energy of 1.3 eV, vacancy storage is about $4\times10^{-11}$ of elastic storage.
- **Thermal stress.** Let the line be stress-free 50 K above the test temperature, with an expansion mismatch of 14 ppm/K, and let local stress equilibrium be restored after cooling. Then $\theta=-3\Delta\alpha\,\Delta T$ and $\sigma=3B\Delta\alpha\,\Delta T=28$ MPa. Current must supply only the remaining 72 MPa, and by (21) $t_c$ falls to about half.
- **Joule heating.** An isolated line at height $H=1$ µm above a heat sink warms by $\rho j^2\pi a^2\ln(2H/a)/(2\pi k_{th})$. This is 0.09 K for $k_{th}=0.3$ W/(m K) in low-k and 0.02 K for 1.3 W/(m K) in silica. With an activation energy of 0.9 eV, 0.09 K changes $D_a$ by 0.3%. Dense, multilevel wiring needs its own thermal calculation.

The assumed $D_a$ and its activation energy of 0.9 eV cannot come from lattice vacancies, whose formation alone costs 1.3 eV. They stand for the faster transport along interfaces and grain boundaries. $D_a$ is then an effective average over the section, in place of $D_vc$, and depends on line size and processing. Its assumed value directly sets the time scale. Real sections are neither circles nor squares, and their caps and liners differ from wall to wall. The change from round to square moved $t_c$ in low-k by a factor of about 3.7, so a quantitative prediction needs $M$ for the actual section. Temperature matters still more: at 378 K, with an activation energy of 0.9 eV and all else fixed, $t_c$ is about 8000 times longer than at 573 K.

For design, the comparison supports a conditional statement. At equal transport, critical stress and current, and without initial thermal stress, a softer dielectric postpones nucleation, leaves the threshold $jL$ unchanged and permits a larger final void. These results do not yet give the lifetime, which also includes the time the void needs to grow to the size at which the circuit fails. Once the void has formed, the tension stored around it relaxes and drives further atoms away, so growth at first outpaces the drift velocity $D_aF/kT\approx0.7$ nm/h. Solving (14) numerically for the round line, with $\sigma(0)=0$ after nucleation, gives a 50 nm void about 95 h after the current is switched on in low-k and 78 h in silica. For a 100 nm void the order is reversed, with about 160 h in low-k and 170 h in silica, where growth slows as the void approaches its smaller final length of 195 nm. A later nucleation therefore does not by itself guarantee a longer life. The numerical output below lists the inputs and the other main results.

## Calculated quantities

```
Test: end stress, explicit vacancies: 0.2458 S L
Test: end stress, reduced equation: 0.2458 S L
Test: steady stress drop / (F L/Omega): 1
Metal radius: 25 nm
TaN liner thickness: 2 nm
Line length: 30 um
Young moduli metal, TaN, low-k, silica: 130, 300, 8, 72 GPa
Poisson ratios, same order: 0.34, 0.25, 0.25, 0.17
Metal bulk modulus: 135.4 GPa
Shear moduli TaN, low-k, silica: 120.00, 3.20, 30.77 GPa
Temperatures, test and use: 573, 378 K
Atomic volume: 0.0118 nm^3
Atomic diffusivity: 1e-13 cm^2/s
Current density: 2 MA/cm^2
Resistivity: 5 uOhm cm
Effective charge number, magnitude: 1
Critical stress: 100 MPa
Drift stress gradient S: 13.58 MPa/um
Steady end stress S L/2: 203.7 MPa
Threshold product jL: 2946 A/cm
B, low-k without liner: 3.126 GPa
Circular, low-k: M 15.00 GPa, B 13.51 GPa
  kappa 2.015e-12 cm^2/s, nucleation 58.8 h, void 452 nm
Circular, silica: M 40.69 GPa, B 31.29 GPa
  kappa 4.667e-12 cm^2/s, nucleation 25.4 h, void 195 nm
Nucleation, low-k, half-line formula: 58.74 h
Square, low-k: M 3.86 GPa, B 3.75 GPa
  nucleation 211.8 h, void 1629 nm
Square, silica: M 26.79 GPa, B 22.36 GPa
  nucleation 35.5 h, void 273 nm
Square low-k M, finer mesh: 3.828 GPa
B if deposition stays isotropic, low-k, silica: 25.34, 40.05 GPa
B, low-k, boundary at 100 nm free, clamped: 13.25, 14.08 GPa
Diffusion length at nucleation, low-k: 6.532 um
Axial / transverse area strain, estimate: 0.0001951
Vacancy formation volume / atomic volume: 0.7
Diffusivity change at critical stress: 11.01 %
Vacancy formation energy: 1.3 eV
Vacancy storage / elastic storage: 3.634e-11
Expansion mismatch 14 ppm/K, cooling 50 K
Thermal stress estimate, low-k: 28.36 MPa
Thermal conductivity low-k, silica: 0.3, 1.3 W/(m K)
Height above heat sink: 1000 nm
Joule heating low-k, silica: 0.091, 0.021 K
Activation energy of diffusion: 0.9 eV
Diffusivity change by heating, low-k: 0.2904 %
Time factor, use / test temperature: 7997
```
